\section*{Exact Depinning Force of a Discretized Domain Wall by Forward Moves}

\section{The result and the model}

A domain wall across a track is cut into $L$ segments at positions $u_i$. Segment $i$ feels a net force
\begin{equation}
v_i(u;f)=f+g_i(u),\qquad g_i(u)=k\sum_{j\sim i}(u_j-u_i)+F_i(u_i),
\label{force}
\end{equation}
where $j\sim i$ runs over the $n_i$ neighbours (one at the free ends, two inside), $f\ge0$ is the drive and $F_i$ the pinning force. The overdamped law is $\gamma\,\dot u_i=v_i$. Static walls exist for $f\le f_c$ and for no larger drive, with
\begin{equation}
f_c=\max_u\,\min_i\,[-g_i(u)] .
\label{maxmin}
\end{equation}
This number can be found without following the motion in time: segments are moved forward under a rule that cannot carry them past a static wall, and stable walls are followed in $f$ until they cease to exist. For the 640 nm wide track treated below, $f_c=1.1559$ pN per segment, or 48.2 mT.

Positions are measured in cells of length $\xi$. Each $F_i$ is continuous, linear between random values at integer $u$, has period $M$, and averages to zero over a period, so that it derives from a periodic potential. Temperature is zero and the wall has no internal degree of freedom.

The constants follow from the wall energy $\sigma$ per area, film thickness $t$ and segment length $a$. For a displacement difference $\Delta q=\xi\,\Delta u$, a link costs
\begin{equation}
\sigma t\sqrt{a^2+\Delta q^2}\simeq\sigma t a+\frac{\sigma t}{2a}\Delta q^2 ,
\end{equation}
for small slopes $\Delta q/a$. Differentiating with respect to $q$ gives the force $(\sigma t/a)\Delta q=k\,\Delta u$ with $k=\sigma t\,\xi/a$. Advancing a segment by $dq$ reverses the magnetization $M_s$ in the volume $t a\,dq$ and lowers the energy in a field $B$ by $2M_sB\,t a\,dq$; hence $f=2M_s t a B$.

\section{What goes wrong with watching the wall}

The naive scheme integrates the motion at a trial drive and sees whether the wall stops. It has two faults. A slow wall and a stopped wall look alike, and nothing yet shows that a wall which stops from one start would also stop from another. A second naive scheme raises $f$ slowly and takes the first instability as depinning. That instability may release a few segments which are then caught again. A 16-segment wall cut from the example below, followed from zero drive, loses stability five times, and the fifth loss is the threshold.

Both schemes lack certificates: a finite observation that proves a static wall exists, and another that proves none does. The sign of the elastic coupling supplies them.

\subsection{Order is preserved}

Let $u(t)$ obey the equation of motion, and let $w(t)$ obey it too or be a fixed barrier, meaning a wall with $v_i(w;f)\le0$ for all $i$. Suppose $u\le w$ in every segment at the start, and set $d=w-u$. Then $\gamma\dot w_i=v_i(w;f)+r_i$ with $r_i\ge0$: $r_i=0$ for a moving wall and $r_i=-v_i(w;f)$ for a barrier. As $F_i$ has bounded slope, $F_i(w_i)-F_i(u_i)=s_i(t)\,d_i$ with $|s_i|\le\Lambda$. Subtraction gives
\begin{equation}
\gamma\dot d_i=k\sum_{j\sim i}d_j+(s_i-n_ik)\,d_i+r_i .
\end{equation}
With $e_i=d_i\,\mathrm{e}^{Ct/\gamma}$ and $C\ge\Lambda+2k$,
\begin{equation}
\gamma\dot e_i=k\sum_{j\sim i}e_j+(C+s_i-n_ik)\,e_i+r_i\,\mathrm{e}^{Ct/\gamma}.
\end{equation}
Every coefficient on the right is non-negative, so $e$ starts non-negative and stays so. This is the no-passing rule. The same argument with signs reversed shows that a wall with all $v_i\ge0$ cannot be overtaken from ahead by a wall moving back.

The rule rests on $k\ge0$ between all coupled segments. A bending energy $\tfrac12 k_b\sum(u_{i+1}-2u_i+u_{i-1})^2$ gives the force on $i$ a term $-k_bu_{i\pm2}$, a negative coupling. In a test at $f_c$, two walls coincided except for one segment of the front wall placed one cell ahead. With line tension there was no overtaking; with $k_b=k$ added, the rear wall overtook the front one somewhere, by about 0.016 cells when the time step is small (the 0.050 in the numerical output comes from a coarse first step). The method therefore does not extend to walls with appreciable bending stiffness.

\subsection{A barrier implies a static wall}

Let $w$ be a barrier at $f\ge0$ and start the motion at $u(0)=w$. No-passing gives $u(s)\le w$ for every $s>0$. Comparing the motions started at $u(s)$ and at $w$ gives $u(t+s)\le u(t)$, so the wall moves backward or rests.

It cannot recede without limit. At $f=0$ the energy is unchanged when the whole wall shifts by $M$ and grows with the differences $u_{i+1}-u_i$, so it has a minimum $z$, where $g_i(z)=0$. A translate $z-nM$ lies behind $w$ and has $v_i=f\ge0$, so it blocks the retreat. A monotone bounded motion converges, and by continuity its limit has $v_i=0$.

Equation (\ref{maxmin}) follows. Write $\Phi(u)=\min_i[-g_i(u)]$. A static wall at $f$ has $-g_i=f$ for all $i$, so $f\le\max\Phi$. Conversely, at the maximizing wall $-g_i\ge f_c\ge f$ for any $f\le f_c$; it is a barrier, and a static wall exists.

The maximum is attained. Where $\Phi\ge0$, the elastic force on each segment is at most $F_{\max}=\max|F|$. Summing these forces over segments $1$ to $i$ leaves the tension of one link,
\begin{equation}
-(L-i)F_{\max}\le k(u_{i+1}-u_i)\le iF_{\max},
\label{links}
\end{equation}
where the lower limit comes from summing over the other side. Up to a common translation the walls to be searched form a closed bounded set, and since $\Phi(z)=0$ it is not empty.

\subsection{How slow is stopped}

For any wall, $\min_i(-g_i)\le f_c$ means $\max_ig_i\ge-f_c$, hence
\begin{equation}
\max_i v_i(u;f)\ge f-f_c .
\label{speed}
\end{equation}
Above threshold some segment feels at least the excess force at every instant. If the largest net force falls below $s$, then $f<f_c+s$: the stopping rule now has a known error.

The bound also shows that the wall runs on. The energy, including $-f\sum u_i$, changes at the rate $-\sum v_i^2/\gamma\le-(f-f_c)^2/\gamma$ and falls without limit. Its other terms are bounded below, so $\sum u_i$ must grow without limit.

\section{Forward moves in place of time}

Time integration still spends steps on the transient. Its order-preserving property can be kept with larger moves. Take a wall with all $v_i\ge0$. With neighbours held, $v_i$ is linear in $u_i$ inside a cell. If $x_i\in[0,1]$ is the offset in the cell and $s_i$ the slope of $F_i$ there, the force at the cell end would be
\begin{equation}
v_i^{\rm end}=v_i+(s_i-n_ik)(1-x_i).
\end{equation}
A segment with $v_i>0$ goes to the cell end if $v_i^{\rm end}>0$, and otherwise advances by $v_i/(n_ik-s_i)$ to the zero of its force.

Such a move cannot pass a static wall $w\ge u$. Put segment $i$ at $w_i$ and leave its neighbours at $u_j\le w_j$:
\begin{equation}
f+k\sum_{j\sim i}(u_j-w_i)+F_i(w_i)\le v_i(w;f)=0 .
\end{equation}
The force is positive at $u_i$ and not positive at $w_i$, so its first zero lies no farther than $w_i$. The argument uses old neighbour positions, so all segments may move at once. Afterwards each $v_i$ is still non-negative: the segment's own move left it so, and advancing neighbours add to it.

\subsection{Proof that no static wall exists}

Suppose a static wall $w$ exists, and let $u^0$ be the start. Its translates $w+nM$ are static too. Take the smallest $n$ with $w+nM\ge u^0$. Since $n-1$ fails, some segment $j$ has $w_j+(n-1)M<u^0_j$, so
\begin{equation}
w_j+nM<u_j^0+M .
\end{equation}
Segment $j$ can never reach $u_j^0+M$. Once every segment has advanced by a full period, no static wall exists at this drive.

\subsection{Proof that one does}

If a static wall lies ahead, forward moves approach it without landing on it. A linear solve finishes the job. Inside a fixed set of cells, $v(u+\delta)=v(u)-H\delta$ with
\begin{equation}
H_{ii}=n_ik-s_i,\qquad H_{ij}=-k\ \ (j\sim i),
\end{equation}
so the candidate is $u+\delta$ with $H\delta=v$. It is accepted if it stays in those cells and the solution of $Hp=\mathbf 1$ has all $p_i>0$. The second condition ensures stability. For any $y$, put $y_i=p_iz_i$ and use $z_iz_j=\tfrac12(z_i^2+z_j^2)-\tfrac12(z_i-z_j)^2$:
\begin{equation}
y^{T}Hy=\sum_i\frac{(Hp)_i}{p_i}\,y_i^2-\frac12\sum_{i\ne j}H_{ij}p_ip_j(z_i-z_j)^2\ \ge\ \sum_i\frac{y_i^2}{p_i},
\end{equation}
because $Hp=\mathbf 1$ and $H_{ij}\le0$ off the diagonal. Thus $H$ is positive definite. Conversely, if $H$ is positive definite, write $H=cI-N$ with $c$ large and $N\ge0$. Then $H^{-1}=\sum_nN^n/c^{n+1}$ converges, and since the chain is connected its entries are all positive, so $p>0$.

The acceptance test is eventually met. Let forward moves converge to $w$, generically inside its cells and with $H$ nonsingular. With $d=w-u\ge0$ we have $Hd=v\ge0$. The lowest eigenvector $e$ of $H$ has positive components, and
\begin{equation}
\lambda_{\min}\,e^{T}d=e^{T}Hd\ge0
\end{equation}
with $e^Td>0$ forces $\lambda_{\min}>0$.

\section{From a bracket to the threshold}

Bisection in $f$ with these two certificates already works, but it gains one binary digit per run. The piecewise linear force allows a direct finish. On a static branch $v=0$, so $-H\,du+\mathbf 1\,df=0$ and
\begin{equation}
\frac{du}{df}=p>0 .
\end{equation}
The wall advances linearly until the first segment $j$ reaches a node, after a force increase $\min_i(1-x_i)/p_i$. There the slope of $F_j$ rises by $c$ and $H$ becomes $H'=H-c\,e_je_j^{T}$, with $e_j$ the unit vector of segment $j$. Let $G=H^{-1}$. Multiplying $H'p'=\mathbf 1$ by $G$ gives $p'=p+c\,Ge_j\,p'_j$, whose $j$th component yields
\begin{equation}
p_j'=\frac{p_j}{1-c\,G_{jj}} .
\label{end}
\end{equation}
For $cG_{jj}<1$ the wall stays stable and the branch continues. For $cG_{jj}>1$ the branch ends: at a slightly larger drive the old cell would need $u_j$ beyond the node, and the new cell would need it behind. Since $\det H'=(1-cG_{jj})\det H<0$ and a rank-one change can turn at most one eigenvalue negative, one direction has become unstable.

Whether this is an avalanche or depinning is decided by raising the drive by a small $\eta$, which makes every $v_i=\eta$, and applying forward moves. If they find a new static wall, following resumes from the raised force. If every segment advances by $M$, the branch end $f_e$ satisfies $f_e\le f_c<f_e+\eta$. The drive grows by at least $\eta$ each time and cannot exceed $F_{\max}$, because the couplings cancel in $\sum v_i=Lf+\sum F_i$; the search is finite.

To begin, a wall is relaxed roughly at zero drive, and the drive is set to $\max(0,-\min_ig_i)$, which makes all $v_i\ge0$. Eight bisections then narrow the bracket, so that avalanches below its lower end need not be followed.

\subsection{Checks and two limits}

For three segments, (\ref{maxmin}) can be evaluated without any motion. In a fixed set of cells it is a linear program, to maximize $f$ subject to $f+g_i(u)\le0$, and (\ref{links}) limits the sets to be tried. For three random landscapes the programs give 0.3233437, 0.4077123 and 0.2337549; the forward moves give the same digits.

For $k=0$ the segments are independent and (\ref{maxmin}) becomes $f_c=\min_i\max_u[-F_i(u)]$: the most weakly held segment leaves first. This is not the limit $k\to0$. However weak the links, in the model (\ref{force}) a loose segment runs ahead only until its stretched links hold it. For any $k$ the minimum over $i$ in (\ref{maxmin}) cannot exceed the mean, in which the couplings cancel, so $f_c\le\frac1L\sum_i\max_u[-F_i(u)]$. As $k\to0$ this bound is approached: put each segment at a position of strongest pinning, and choose the whole numbers of periods between neighbours so that the link forces $k(u_{i+1}-u_i)$ match, to within $kM$, those that make all $-g_i$ equal. For $k\to\infty$ the wall is straight, $u_i\to U$. The minimum over $i$ cannot exceed the mean, in which the couplings cancel, and vanishing deviations from straightness suffice to equalize the forces, so
\begin{equation}
f_c\to\max_U\Big[-\frac1L\sum_iF_i(U)\Big].
\end{equation}
Independent pinning forces then average down as $L^{-1/2}$.

\section{A 640 nm track}

Take $M_s=1000$ kA/m, $t=0.6$ nm, exchange stiffness 16 pJ/m and effective anisotropy 0.4 MJ/m$^3$. The wall energy is $4\sqrt{AK}=10.12$ mJ/m$^2$. With 32 segments and $a=\xi=20$ nm,
\begin{equation}
k=\sigma t=10.12\times10^{-3}\times0.6\times10^{-9}\ {\rm N}=6.07\ {\rm pN\ per\ cell},
\end{equation}
and one millitesla exerts 0.0240 pN on a segment. The node forces have an rms value of 1.871 pN, and the landscape repeats after 48 cells, or 960 nm.

The search gives $f_c=1.1558605$ pN with $\eta=10^{-8}$ pN, after 7970 sweeps of forward moves, and
\begin{equation}
B_c=\frac{1.1559\ {\rm pN}}{0.0240\ {\rm pN/mT}}=48.2\ {\rm mT}.
\end{equation}
A different starting wall gives the same force. For a straight wall at a node position the mean pinning force has an expected rms value of $1.871/\sqrt{32}=0.33$ pN; the straight wall's threshold is the largest of 48 such values, not their rms, and was not computed. The critical wall extends over 134 nm along the track. Its last event is segment 14 reaching a node with $c=1.263$ pN per cell and $cG_{jj}=1.990>1$; the lowest stiffness changes from $0.160$ to $-0.185$ pN per cell, as (\ref{end}) requires.

Direct integration from a flat wall agrees. At $0.999f_c$ the largest net force falls below $10^{-4}f_c$; at $1.001f_c$ every segment advances two periods. By (\ref{speed}) and the period certificate, the dynamics alone places the threshold between $0.9989$ and $1.001$ times the computed value. At $1.001$, $1.1$ and $2$ times $f_c$, the smallest value reached by $\max_iv_i/(f-f_c)$ is about 1.6, 4.7 and 1.7 (the last falls to 1.65 with a finer time step), above the bound of one.

The mean speed at these drives is about 0.34, 0.56 and 0.87 of the free speed $f/\gamma$ (the coarse time step of the numerical output gives 0.861 for the last). A third of the free speed at an excess of one part in a thousand is a steep onset. A single soft coordinate $y$ suggests why. Before the node, at $y<0$, it obeys $\gamma\dot y=\epsilon+\lambda|y|$ with $\epsilon=f-f_c$, so the approach from $-Y$ takes
\begin{equation}
\frac{\gamma}{\lambda}\ln\Big(1+\frac{\lambda Y}{\epsilon}\Big),
\end{equation}
and the departure has the same form. The delay grows only logarithmically as $\epsilon\to0$. A smooth pinning force would give $\gamma\dot y=\epsilon+by^2$ and a delay $\pi\gamma/\sqrt{b\epsilon}$. The onset of speed thus depends on the interpolation between nodes; that this reduction accounts for the full wall's speeds is a conjecture.

\section{What the number means for a device}

The material parameters are rough values for ultrathin perpendicular cobalt films such as Pt/Co/Pt. The pinning strength and cell length are round choices, and a real landscape does not repeat. Three more landscapes of the same statistics give 38.2, 36.7 and 44.7 mT. The variation between nominally equal tracks, over 10 mT in these four, far exceeds the numerical bracket: the method is exact for a given landscape, not for a material.

The small-slope form is strained, since the steepest link has slope 0.77 and its true restoring force is lower by the factor $1/\sqrt{1+0.77^2}=0.79$. Direct integration with the full wall length, in the same landscape, puts the threshold between 48.7 and 49.1 mT, a rise of 1 to 2\%.

Temperature matters more. Along the route taken at $1.001f_c$, the largest energy climb evaluated at half the threshold drive is about 0.7 eV, or 27 $k_BT$ at 300 K (the more coarsely stepped route of the numerical output gives 26). This is not yet a barrier, because the route was made at another drive and passes beside the static walls, not through them. If the wall at the foot of the climb is first relaxed to a static wall at half drive, its energy falls, and the climb from there is 48 $k_BT$. The barrier of that static wall can be no higher, since the relaxation can be retraced and the route then followed, but a cheaper way may exist. With an Arrhenius law and an assumed attempt time of 1 ns, ten years needs 40.3 $k_BT$, so this bound does not decide whether the wall holds at half drive. It also concerns one static wall only: other static walls exist at half drive, and for some of them the same construction gives a much higher bound. The relaxed values are not part of the numerical output. At $0.9f_c$ the same construction gives 2.7 $k_BT$, a wait of some 15 ns, and the barrier of that wall is no protection. In this model, then, 48 mT marks where motion no longer needs thermal help; it is not a field the wall withstands for years. At zero drive the climb along the route is about 800 $k_BT$, but this does not prove retention, since a cheaper way may exist.

The stray field of the domains is left out. In a perpendicular film it couples distant parts of the wall with the sign that favours meandering, which is the sign the no-passing rule excludes. Its scale, $\mu_0M_s^2t\approx0.75$ mJ/m$^2$, is small beside $\sigma$, but the certificates are proved only without it, and its effect has not been computed.

The wall's internal angle is also missing. With damping 0.3, a thin-film estimate of the Walker field, above which a free Bloch wall precesses, is 4 mT, a twelfth of $B_c$. If the energy of the angle does not depend on position, the static walls and hence the upper limit $f_c$ for their existence are unchanged. A moving, precessing wall need not obey no-passing, however, and might fail to stop somewhat below $f_c$; the size of that effect has not been computed. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
three-segment walls, raw node values drawn between -1 and 1:
  moves 0.3233437   linear programs 0.3233437
  moves 0.4077123   linear programs 0.4077123
  moves 0.2337549   linear programs 0.2337549
magnetization 1000 kA/m, thickness 0.6 nm
exchange 16 pJ/m, anisotropy 0.4 MJ/m^3, damping 0.3
wall width parameter 6.32 nm, wall energy 10.12 mJ/m^2
segments 32, segment = cell = 20 nm, period 48 cells
track width 640 nm, landscape period 960 nm
spring constant 6.072 pN per cell
force per segment and field 0.0240 pN/mT
pinning field parameter 80 mT, rms node force 1.871 pN
critical force 1.1558605 pN, bracket width 1e-08 pN
critical field 48.161 mT
forward sweeps 7970, branch ends met 1
largest residual force on critical wall 8.9e-14 pN
last segment to reach a node: number 14 of 32
slope change c 1.263 pN per cell, c*G_jj 1.990
lowest stiffness before 0.1600, after -0.1847 pN per cell
critical wall: extent 133.7 nm, largest slope 0.77
critical force from another start 1.1558605 pN
16-segment wall: bisected 1.2673472 pN, followed from zero drive 1.2673472 pN
  branch ends met from zero drive 5
overtaking: line tension 0.0e+00, with bending 0.050 cells
direct dynamics at 0.999 f_c: stops
direct dynamics at 1.001 f_c: moves, speed/free speed 0.337,
  least top velocity/(f-f_c) 1.591
direct dynamics at 1.1 f_c: moves, speed/free speed 0.558,
  least top velocity/(f-f_c) 4.670
direct dynamics at 2.0 f_c: moves, speed/free speed 0.861,
  least top velocity/(f-f_c) 1.688
critical fields of three more landscapes (mT): 38.20 36.72 44.74
critical field with full wall length 48.76 to 49.06 mT
  extent of that wall after two periods 143 nm
largest climb on the route at 0.0 f_c: 20.469 eV = 791.8 kT
largest climb on the route at 0.5 f_c: 0.674 eV = 26.1 kT
largest climb on the route at 0.9 f_c: 0.038 eV = 1.5 kT
kT at 300 K: 25.85 meV
barrier for 10 years at 1 ns attempt time: 40.3 kT
Walker field of a free Bloch wall 3.95 mT
\end{verbatim}
